# Latent heat of a first-order ferroelectric transition in Landau theory: verification in Python

```python
# Result under test: for the free energy per volume
#   F(P,T) = a0 (T-T0) P^2/2 - b P^4/4 + c P^6/6,   a0, b, c > 0,
# the latent heat per volume at the equilibrium transition Tc is
#   L = 3 a0 b Tc / (8 c),   with Tc = T0 + 3 b^2/(16 a0 c).
# P: polarization (C/m^2), T: temperature (K), E: electric field (V/m).
# T0: stability limit of the paraelectric phase; T1: end of the polar branch.
# Model parameters are round values in the rough regime of barium titanate.
import numpy as np
from scipy.constants import epsilon_0, e, k
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def coefficients(T, model):
    """Quadratic, quartic and sextic coefficients, with optional drifts."""
    a0, T0, b, c, b_drift, c_drift, T_ref = model
    return a0*(T - T0), b + b_drift*(T - T_ref), c + c_drift*(T - T_ref)


def free_energy(P, T, model):
    a, b, c = coefficients(T, model)
    return a*P**2/2 - b*P**4/4 + c*P**6/6


def polar_state(T, model):
    """Largest real stationary point of F, from the roots of dF/dP."""
    a, b, c = coefficients(T, model)
    roots = np.roots([c, 0, -b, 0, a, 0])
    real = np.abs(roots.imag) < 1e-6*np.max(np.abs(roots))
    return np.max(roots[real].real)


def branch_energy(T, model):
    return free_energy(polar_state(T, model), T, model)


def entropy_jump(T, model, step):
    """Paraelectric minus polar entropy from the slope of minimized F."""
    return (branch_energy(T + step, model)
            - branch_energy(T - step, model)) / (2*step)


# Transition and latent heat from their definitions, several parameter sets
a0, T0, b, c = 7.5e5, 380.0, 9e8, 2e10
for A, t0, B, C in [(a0, T0, b, c), (1.0, 1.0, 1.0, 1.0), (2.0, 0.5, 3.0, 0.7)]:
    test_model = (A, t0, B, C, 0.0, 0.0, 0.0)
    width = B**2/(A*C)
    T_equal = brentq(branch_energy, t0 + 0.01*width, t0 + 0.24*width,
                     args=(test_model,), xtol=1e-12)
    jump = entropy_jump(T_equal, test_model, 1e-4*width)
    assert close(T_equal - t0, 3*B**2/(16*A*C), 1e-8)
    assert close(polar_state(T_equal, test_model)**2, 3*B/(4*C), 1e-8)
    assert close(T_equal*jump, 3*A*B*T_equal/(8*C), 1e-5)

model = (a0, T0, b, c, 0.0, 0.0, 0.0)
Tc = T0 + 3*b**2/(16*a0*c)
Pc = np.sqrt(3*b/(4*c))
dS = 3*a0*b/(8*c)
L = 3*a0*b*Tc/(8*c)

# Both coexisting states are global minima; barrier between them
grid = np.linspace(0, 2*Pc, 40001)
F_grid = free_energy(grid, Tc, model)
barrier = b**3/(96*c**2)
assert F_grid.min() > -1e-8*barrier
assert close(F_grid[grid < Pc].max(), barrier, 1e-6)

# Control: no latent heat for zero or negative b
for B in (0.0, -b):
    control = (a0, T0, B, c, 0.0, 0.0, 0.0)
    P_near = polar_state(T0 - 1e-9, control)
    assert P_near > 0 and T0*a0*P_near**2/2 < 1e-4*L
    assert abs(polar_state(T0 + 1.0, control)) < 1e-9

# End of polar branch: largest a for which a = b P^2 - c P^4 has a solution
peak = minimize_scalar(lambda P: -(b*P**2 - c*P**4), bounds=(0, 2*Pc),
                       method="bounded", options={"xatol": 1e-11})
T1 = T0 + b**2/(4*a0*c)
assert close(T0 - peak.fun/a0 - T0, T1 - T0, 1e-8)


def conversion_heat(P, T):
    return T*a0*P**2/2 - free_energy(P, T, model)


def excess_heat_capacity(T):
    return T*a0**2/(2*np.sqrt(4*a0*c*(T1 - T)))


heat_T1 = conversion_heat(peak.x, T1)
heat_T0 = conversion_heat(polar_state(T0, model), T0)
heat_above = quad(excess_heat_capacity, Tc, T1)[0]
heat_below = quad(excess_heat_capacity, T0, Tc)[0]
assert close(L - heat_above, heat_T1, 1e-5)
assert close(L + heat_below, heat_T0, 1e-5)

# Rough assumed temperature drifts of b and c, anchored at Tc
b_drift, c_drift = -2e7, -3e8
drifting = (a0, T0, b, c, b_drift, c_drift, Tc)
dS_drift = a0*Pc**2/2 - b_drift*Pc**4/4 + c_drift*Pc**6/6
assert abs(branch_energy(Tc, drifting)) < 1e-6*barrier
assert close(entropy_jump(Tc, drifting, 0.003), dS_drift, 1e-5)


# Coexistence in a field: equal F - E P at two stationary points
def coexistence(E):
    def slope(P, T):
        return a0*(T - T0)*P - b*P**3 + c*P**5

    def equations(x):
        T, P_low, P_high = T0 + 10*x[0], x[1], x[2]
        G_low = free_energy(P_low, T, model) - E*P_low
        G_high = free_energy(P_high, T, model) - E*P_high
        return [(slope(P_low, T) - E)/1e6, (slope(P_high, T) - E)/1e6,
                (G_high - G_low)/1e4]

    start = [(Tc - T0 + E*Pc/dS)/10, E/(a0*(Tc - T0)), Pc]
    x = fsolve(equations, start, xtol=1e-13)
    assert np.max(np.abs(equations(x))) < 1e-8
    assert x[2] - x[1] > 0.1*Pc
    return T0 + 10*x[0], x[1], x[2]


T_small, _, _ = coexistence(1e3)
assert close((T_small - Tc)/1e3, Pc/dS, 1e-3)
E_bias = 1e5
T_bias, P_low, P_high = coexistence(E_bias)
L_bias = T_bias*a0*(P_high**2 - P_low**2)/2


# End of the first-order line: the least curvature of F just reaches zero
def least_curvature(T):
    return minimize_scalar(
        lambda P: a0*(T - T0) - 3*b*P**2 + 5*c*P**4, bounds=(0, 2*Pc),
        method="bounded", options={"xatol": 1e-11})


T_end = brentq(lambda T: least_curvature(T).fun, Tc, Tc + 50)
P_end = least_curvature(T_end).x
E_end = a0*(T_end - T0)*P_end - b*P_end**3 + c*P_end**5
assert close(E_end, 6*b**2/(25*c)*np.sqrt(3*b/(10*c)), 1e-6)

# Size estimates that need rough outside inputs
cell_edge = 0.4e-9
lattice_heat_capacity = 3e6
cell_volume = cell_edge**3


def percent(value):
    return 100*(value/L - 1)


print(f"a0 = {a0:.3e} J m C^-2 K^-1")
print(f"b = {b:.3e} J m^5 C^-4")
print(f"c = {c:.3e} J m^9 C^-6")
print(f"T0, paraelectric stability limit = {T0:.3f} K")
print(f"Tc - T0 = {Tc - T0:.3f} K")
print(f"Tc, equilibrium transition = {Tc:.3f} K")
print(f"T1, end of polar branch = {T1:.3f} K")
print(f"Width of metastable range T1 - T0 = {T1 - T0:.3f} K")
print(f"Pc^2 = {Pc**2:.5f} C^2 m^-4")
print(f"Pc, polarization jump = {Pc*100:.2f} uC/cm2")
print(f"Barrier at Tc = {barrier/1e6:.5f} J/cm3")
print(f"Entropy jump = {dS/1e6:.6f} J/(cm3 K)")
print(f"Latent heat, formula = {L/1e6:.4f} J/cm3")
L_numeric = Tc*entropy_jump(Tc, model, 0.003)
print(f"Latent heat, slope of minimized F = {L_numeric/1e6:.4f} J/cm3")
print(f"Assumed cell edge = {cell_edge*1e9:.2f} nm")
print(f"Latent heat per cell = {L*cell_volume/e*1e3:.3f} meV")
print(f"Entropy jump per cell = {dS*cell_volume/k:.4f} k_B")
print(f"Conversion heat at T1 (heating) = {heat_T1/1e6:.3f} J/cm3")
print(f"  change from L = {percent(heat_T1):.1f} %")
print(f"Excess heat taken up from Tc to T1 = {heat_above/1e6:.3f} J/cm3")
print(f"Conversion heat at T0 (cooling) = {heat_T0/1e6:.3f} J/cm3")
print(f"  change from L = {percent(heat_T0):.1f} %")
print(f"Excess heat from T0 to Tc = {heat_below/1e6:.3f} J/cm3")
print(f"Rough drift of b = {b_drift:.1e} J m^5 C^-4 K^-1")
print(f"Rough drift of c = {c_drift:.1e} J m^9 C^-6 K^-1")
print(f"Latent heat with drifts = {Tc*dS_drift/1e6:.3f} J/cm3")
print(f"  change from L = {percent(Tc*dS_drift):.1f} %")
print(f"Small-field slope dTc/dE = {Pc/dS*1e5:.3f} K per kV/cm")
print(f"Bias field = {E_bias/1e5:.1f} kV/cm")
print(f"Shift of Tc in bias field = {T_bias - Tc:.3f} K")
print(f"Latent heat in bias field = {L_bias/1e6:.3f} J/cm3")
print(f"  change from L = {percent(L_bias):.1f} %")
print(f"Field at end of first-order line = {E_end/1e5:.2f} kV/cm")
print(f"Temperature at end of first-order line = {T_end:.2f} K")
print(f"Rough lattice heat capacity = {lattice_heat_capacity/1e6:.1f} J/(cm3 K)")
print(f"Adiabatic self-heating scale = {L/lattice_heat_capacity:.2f} K")
print(f"T0 lowering if charge uncompensated = {1/(epsilon_0*a0):.3e} K")
print("all assertions hold")
```

Printed output:

```
a0 = 7.500e+05 J m C^-2 K^-1
b = 9.000e+08 J m^5 C^-4
c = 2.000e+10 J m^9 C^-6
T0, paraelectric stability limit = 380.000 K
Tc - T0 = 10.125 K
Tc, equilibrium transition = 390.125 K
T1, end of polar branch = 393.500 K
Width of metastable range T1 - T0 = 13.500 K
Pc^2 = 0.03375 C^2 m^-4
Pc, polarization jump = 18.37 uC/cm2
Barrier at Tc = 0.01898 J/cm3
Entropy jump = 0.012656 J/(cm3 K)
Latent heat, formula = 4.9375 J/cm3
Latent heat, slope of minimized F = 4.9375 J/cm3
Assumed cell edge = 0.40 nm
Latent heat per cell = 1.972 meV
Entropy jump per cell = 0.0587 k_B
Conversion heat at T1 (heating) = 3.282 J/cm3
  change from L = -33.5 %
Excess heat taken up from Tc to T1 = 1.655 J/cm3
Conversion heat at T0 (cooling) = 6.564 J/cm3
  change from L = 32.9 %
Excess heat from T0 to Tc = 1.627 J/cm3
Rough drift of b = -2.0e+07 J m^5 C^-4 K^-1
Rough drift of c = -3.0e+08 J m^9 C^-6 K^-1
Latent heat with drifts = 6.410 J/cm3
  change from L = 29.8 %
Small-field slope dTc/dE = 1.452 K per kV/cm
Bias field = 1.0 kV/cm
Shift of Tc in bias field = 1.418 K
Latent heat in bias field = 4.760 J/cm3
  change from L = -3.6 %
Field at end of first-order line = 11.29 kV/cm
Temperature at end of first-order line = 404.30 K
Rough lattice heat capacity = 3.0 J/(cm3 K)
Adiabatic self-heating scale = 1.65 K
T0 lowering if charge uncompensated = 1.506e+05 K
all assertions hold
```
